# When and Why Scaled-Hypersphere Minima Point to Reaction Channels

**Q.** I have an optimized molecule and want to know how it can react. The scaled hypersphere search places spheres around the equilibrium and looks for energy minima on them. The energy rises in every direction from a minimum. What can a sphere close to the bottom know about a distant barrier?

**A.** It can know how the energy departs from a parabola. To see this, take two modes with displacements \(x,y\) from equilibrium and cubic terms:

\[
V=\tfrac12k_1x^2+\tfrac12k_2y^2+ax^3+bx^2y+gxy^2+hy^3 .
\]

Both force constants are positive, and \(V=0\) at equilibrium. The algebra is in atomic units; numbers are in eV and angstrom. Define the scaled coordinates

\[
q_1=\sqrt{k_1}\,x,\qquad q_2=\sqrt{k_2}\,y ,
\]

so that the harmonic energy is \((q_1^2+q_2^2)/2\). Masses do not matter for two fixed coordinates \(x,y\): for a mass-weighted coordinate \(Q=\sqrt m\,x\) with \(\omega^2=k/m\), one has \(\omega Q=\sqrt k\,x\). With two modes the hypersphere is a circle, \(q_1=r\cos\theta\), \(q_2=r\sin\theta\), and

\[
V(r,\theta)=\tfrac12r^2+r^3c(\theta),
\]
\[
c=Au^3+Bu^2v+Guv^2+Hv^3,\qquad u=\cos\theta,\; v=\sin\theta .
\]

Substituting \(x=q_1/\sqrt{k_1}\), \(y=q_2/\sqrt{k_2}\) gives

\[
A=\frac{a}{k_1^{3/2}},\quad B=\frac{b}{k_1k_2^{1/2}},\quad
G=\frac{g}{k_1^{1/2}k_2},\quad H=\frac{h}{k_2^{3/2}} .
\]

On a scaled circle the harmonic part is the same everywhere, so the cubic part alone selects the minima. Where \(c<0\), the energy lies below the harmonic value by \(r^3|c|\). This is the anharmonic downward distortion.

**Q.** Why not use an ordinary sphere in the displacements themselves?

**A.** Put \(x=R\cos\varphi\), \(y=R\sin\varphi\). The harmonic energy becomes

\[
\tfrac12R^2\left[k_1+(k_2-k_1)\sin^2\varphi\right].
\]

If \(k_2>k_1\), this \(R^2\) term outweighs the \(R^3\) terms on a small circle and puts both minima near the soft axis, whatever the chemistry.

Take a model with round parameters: \(k_1=4\) and \(k_2=36\) eV/Å\(^2\), and \(a,b,g,h=-0.8,\,1,\,2,\,-32\) eV/Å\(^3\). At \(R=0.05\) Å the minima lie at \(359.91^\circ\) and \(180.09^\circ\). The small offset is cubic. Near \(\varphi=0\) the angular energy is \(\tfrac12(k_2-k_1)R^2\varphi^2+bR^3\varphi\), so \(\varphi=-bR/(k_2-k_1)=-0.05/32\) rad, or \(-0.09^\circ\).

**Q.** And on the scaled circle, where are the minima?

**A.** Since \(u'=-v\) and \(v'=u\),

\[
c'=-3Au^2v+B(u^3-2uv^2)+G(2u^2v-v^3)+3Huv^2 .
\]

Dividing by \(u^3\) and writing \(t=\tan\theta\), the condition \(c'=0\) is

\[
p(t)=B+(2G-3A)t+(3H-2B)t^2-Gt^3=0 .
\]

The radius has dropped out. For \(G\neq0\) and simple roots there are one or three real solutions, each a line through the origin. Because \(c(\theta+\pi)=-c(\theta)\), a minimum at one end of a line faces a maximum at the other. To tell them apart, differentiate \(c'=u^3p(t)\) at a root, using \(dt/d\theta=1/u^2\): this gives \(c''=u\,p'(t)\).

In the example \(A=-0.8/8=-0.100\), \(B=1/24=0.0417\), \(G=2/72=0.0278\) and \(H=-32/216=-0.148\), all in eV\(^{-1/2}\). The roots are \(t=-19.6,\,-0.102,\,0.749\), and the minima are:

- \(92.9^\circ\), nearly pure stretching of the stiff mode, \(c=-0.149\) eV\(^{-1/2}\);
- \(354.2^\circ\), nearly pure stretching of the soft mode, \(c=-0.102\) eV\(^{-1/2}\);
- \(216.9^\circ\), both modes compressed, \(c=+0.059\) eV\(^{-1/2}\).

At \(r=1\) \(\sqrt{\text{eV}}\) the harmonic energy is 0.500 eV, while the three minima have 0.351, 0.398 and 0.559 eV. Direct minimization of \(V\) on circles with \(r=0.3\), 1 and 2 \(\sqrt{\text{eV}}\) gave the same three directions each time.

**Q.** That gives me valleys on a circle. Why should a valley lead to a transition state?

**A.** Resolve the gradient along the radial unit vector \(\mathbf n=(u,v)\) and the tangential one \(\mathbf e=(-v,u)=d\mathbf n/d\theta\). Let \(C(\mathbf q)\) be the cubic part, so \(C(\mathbf n)=c\). It is homogeneous, \(C(s\mathbf n)=s^3C(\mathbf n)\). Differentiating with respect to \(s\) at \(s=1\) gives \(\mathbf n\cdot\nabla C(\mathbf n)=3c\). The chain rule gives \(\mathbf e\cdot\nabla C(\mathbf n)=c'\). Since \(\nabla C\) grows as \(r^2\),

\[
\nabla V=(r+3cr^2)\,\mathbf n+r^2c'\,\mathbf e .
\]

Away from the origin a stationary point needs both components to vanish. The tangential one requires \(c'=0\), the same condition that selects directions on the circle. The radial one requires

\[
r_*=-\frac{1}{3c},\qquad c<0 .
\]

The harmonic force pulls back in proportion to \(r\), and the anharmonic force pushes outward in proportion to \(r^2\). In the cubic model, if it pushes outward at all, it must win at some distance. The energy there is

\[
V_*=\frac{r_*^2}{2}+c\,r_*^3=\frac{1}{18c^2}-\frac{1}{27c^2}=\frac{1}{54c^2}=\frac{r_*^2}{6},
\]

one third of the harmonic energy at the same place. A deeper distortion means a nearer and lower stationary point.

The signal close to equilibrium is not tiny. Relative to the harmonic energy, the distortion is

\[
\frac{|c|r^3}{r^2/2}=2|c|r=\frac23\,\frac{r}{r_*} ,
\]

so one tenth of the way out it is already about 7%.

**Q.** A stationary point could also be a hilltop. What makes it a saddle?

**A.** The same valley condition. Let \(M=\nabla\nabla C(\mathbf n)\). Second derivatives of a cubic grow linearly with \(r\), so the scaled Hessian at the point is \(1+r_*M\).

Radially, \(\nabla C\) is homogeneous of degree two, so \(M\mathbf n=2\nabla C(\mathbf n)\). On a line with \(c'=0\) the gradient is purely radial, \(\nabla C(\mathbf n)=3c\,\mathbf n\), hence \(M\mathbf n=6c\,\mathbf n\). The radial eigenvalue is \(1+6cr_*=1-2=-1\).

Tangentially, differentiate \(c'=\mathbf e\cdot\nabla C(\mathbf n)\) with \(d\mathbf e/d\theta=-\mathbf n\):

\[
c''=\mathbf e\cdot M\mathbf e-\mathbf n\cdot\nabla C(\mathbf n)=\mathbf e\cdot M\mathbf e-3c .
\]

The tangential eigenvalue is therefore

\[
1+r_*(c''+3c)=1-1+r_*c''=r_*c'' .
\]

One direction always falls. The other rises if \(c''>0\), which is the condition for a minimum on the circle. So in the cubic model, degenerate cases with \(c''=0\) aside, first-order saddles correspond one to one to circle minima with \(c<0\).

The count of negative eigenvalues is the same in \(x,y\). With \(S=\mathrm{diag}(\sqrt{k_1},\sqrt{k_2})\), the second-order energy of a displacement \(\boldsymbol\delta\) is that of \(S\boldsymbol\delta\) in scaled coordinates, and the invertible matrix \(S\) maps falling directions to falling directions.

**Q.** What barriers does this give for your example?

**A.** For the stiff channel,

\[
r_*=\frac{1}{3(0.1489)}=2.24\ \sqrt{\text{eV}},\qquad
V_*=\frac{1}{54(0.14886)^2}=0.836\ \text{eV},
\]

or 0.0307 hartree. Dividing the components of \(r_*\mathbf n\) by \(\sqrt{k_1}=2\) and \(\sqrt{k_2}=6\) puts the saddle at \(x=-0.057\), \(y=0.373\) Å. For the soft channel \(r_*=3.26\) \(\sqrt{\text{eV}}\) and \(V_*=1.77\) eV (0.06515 hartree), at \(x=1.62\), \(y=-0.055\) Å. The lower barrier belongs to the stiffer mode, so ranking the modes by force constant would have misled you.

A root search on \(\nabla V=0\) that used no circles found these saddles, the equilibrium and one further point. Four is the most that two quadratic equations with isolated solutions can have, so the list is complete.

**Q.** You listed three minima but named two channels. What happened to the one with both modes compressed?

**A.** It is a valley on the circle and no channel. With \(c>0\) the radial slope \(r+3cr^2\) is positive at every \(r>0\), so the energy climbs faster than the parabola and never turns over. In the cubic model the working rule needs its second half: take a minimum on the sphere and check that its energy is below the harmonic value. On a real surface this check on a small sphere is not final. A quartic term \(r^4d\) with \(d<0\) adds \(4dr^3\) to the radial slope and can turn the valley over farther out.

The valley has a simple origin. Drop the couplings \(B,G\) and let both modes be compressed. With \(s=u^2\),

\[
c=|A|s^{3/2}+|H|(1-s)^{3/2} .
\]

Both terms are convex in \(s\), and the slope is \(-\tfrac32|H|<0\) at \(s=0\) and \(+\tfrac32|A|>0\) at \(s=1\). So there is a single minimum inside the interval, lower than either end: the best sharing of the compression costs less than loading it on one mode. Setting the derivative to zero gives \(|A||u|=|H||v|\), so \(\tan\theta=|A|/|H|=0.1000/0.1481=0.675\) and \(\theta=214^\circ\). The couplings move this to \(216.9^\circ\).

The opposite direction, with both modes stretched, is a maximum on the circle with \(c<0\). Its stationary point is the fourth one from the root search, at 5.28 eV, with scaled eigenvalues \(-1\) and \(-2.17\). It is a hilltop.

**Q.** Is the straight ray from the minimum to the saddle the reaction path?

**A.** In scaled coordinates it is a steepest-descent line, because on it \(\nabla V\) is parallel to \(\mathbf n\). The usual path is defined with mass-weighted coordinates and generally bends, since unequal frequencies turn the gradient away from the ray. What matters is which basins the saddle joins. I followed equal-mass descent paths from points 1% inside and 1% outside each saddle. The inner ones returned to the equilibrium. The outer ones left it and reached negative energies at \(r=8\) \(\sqrt{\text{eV}}\). The model has no product well: the equilibrium is the only minimum among its four stationary points, and the cubic potential is unbounded below.

**Q.** Would an ordinary circle find the stiff channel eventually?

**A.** Yes, but late. Put \(\varphi=90^\circ+\delta\), so \(x=-R\sin\delta\) and \(y=R\cos\delta\). To second order in \(\delta\), the harmonic part contributes \(-\tfrac12(k_2-k_1)R^2\delta^2\), the \(h\) term \(-\tfrac32hR^3\delta^2\), and the \(b\) term \(bR^3\delta^2\). The angular curvature is

\[
R^2\left[-(k_2-k_1)+(2b-3h)R\right]=R^2(-32+98R),
\]

with \(R\) in angstrom. It turns positive at \(R=0.33\) Å. This is an estimate: it omits the linear term \(-gR^3\delta\) and higher powers of \(\delta\). On the full cubic surface the minimum appears at 0.359 Å, which is 95% of the distance to the saddle at 0.377 Å. The scaled circle shows the channel at any radius.

**Q.** Real potentials do not stop at third order. Does the picture survive?

**A.** With quartic terms,

\[
V=\tfrac12r^2+r^3c(\theta)+r^4d(\theta),
\]

and a circle minimum obeys \(c'+r\,d'=0\). Let \(\theta_0\) be the cubic direction. Expanding about it gives \(c''(\theta_0)(\theta-\theta_0)+r\,d'(\theta_0)=0\) to leading order, so

\[
\theta(r)=\theta_0-r\,\frac{d'(\theta_0)}{c''(\theta_0)}+O(r^2).
\]

Cubic terms fix the direction on small spheres, and quartic terms tilt it as the sphere grows. You therefore follow the minimum outward. Let its energy be \(V_m(r)=V(r,\theta(r))\), with subscripts \(r,\theta\) for derivatives. Since \(V_\theta=0\) along the curve,

\[
\frac{dV_m}{dr}=V_r+V_\theta\,\theta'(r)=V_r .
\]

Where the profile \(V_m\) peaks, \(V_r\) and \(V_\theta\) both vanish: it is a true stationary point of the full surface. Differentiating \(V_\theta(r,\theta(r))=0\) gives \(\theta'=-V_{r\theta}/V_{\theta\theta}\), and then

\[
\frac{d^2V_m}{dr^2}=V_{rr}+V_{r\theta}\theta'=V_{rr}-\frac{V_{r\theta}^2}{V_{\theta\theta}}
=\frac{V_{rr}V_{\theta\theta}-V_{r\theta}^2}{V_{\theta\theta}} .
\]

At a peak with nonzero curvature the left side is negative. On a circle minimum \(V_{\theta\theta}>0\). The determinant is then negative. Because the gradient vanishes at this point, the polar second derivatives equal \(J^{T}(\nabla\nabla V)J\) with \(J=\partial(q_1,q_2)/\partial(r,\theta)\) and \(\det J=r\). The Cartesian Hessian therefore also has a negative determinant, so there is one falling and one rising direction. This step does not use the cubic truncation.

**Q.** How far off were the cubic barriers once you added such terms?

**A.** I added \(0.03x^4+1.5x^2y^2+4xy^3+4y^4\), with coefficients in eV/Å\(^4\). The followed minima lead to saddles at 0.905 eV (stiff) and 2.04 eV (soft). The cubic values are too low by 8% and 13%, relative to the quartic-model barriers, and their order is right. These small errors reflect the mild quartic coefficients chosen here and are no guide to the accuracy of \(1/(54c^2)\) for a real molecule.

Most of the shift follows from first-order reasoning: at a stationary point, a small added term changes the energy by its own value there. At the cubic stiff saddle the added terms are, in eV,

\[
1.5x^2y^2+4xy^3+4y^4=0.001-0.012+0.077=0.066,
\]

with \(0.03x^4\) negligible, against an actual rise of 0.069 eV.

The tilt rate of the stiff direction is \(0.887^\circ\) per \(\sqrt{\text{eV}}\). At the saddle radius of 2.36 \(\sqrt{\text{eV}}\) the linear law predicts \(92.9^\circ+2.1^\circ=95.0^\circ\); the followed minimum is at \(94.9^\circ\).

**Q.** Suppose the reaction coordinate is antisymmetric, as when an atom hops left or right. Then symmetry forbids a cubic term along it. Is the method blind?

**A.** Not necessarily: coupling to a symmetric coordinate can reveal the channel. Let \(x\) be antisymmetric, so \(A=G=0\), and take \(H=0\) for simplicity and \(B>0\). Then

\[
c=Bu^2v=B(v-v^3),\qquad c'=Bu(1-3v^2).
\]

Along \(x\) itself \(c=0\), but \(c'\neq0\), so the minima move off the axis. At \(v=-1/\sqrt3\), \(u=\pm\sqrt{2/3}\), one finds \(c''=-6Bu^2v>0\) and \(c=-2B/(3\sqrt3)\). These are two equivalent channels, with

\[
V_*=\frac{1}{54}\cdot\frac{27}{4B^2}=\frac{1}{8B^2} .
\]

A direct solution agrees: \(q_1(1+2Bq_2)=0\) and \(q_2+Bq_1^2=0\) give \(q_2=-1/(2B)\), \(q_1^2=1/(2B^2)\), hence \(V=\tfrac14B^{-2}+\tfrac18B^{-2}-\tfrac14B^{-2}=1/(8B^2)\). The symmetric mode shifts to ease the motion along \(x\), and the sphere sees that help. The coupling alone does not prove that a hop exists, because a bend written in straight-line displacements produces an \(x^2y\) term from geometry alone, as the next answer shows. With \(H\) kept, \(c'=u\,[B-3(B-H)v^2]\), so the two off-axis channels exist only for \(H<2B/3\). A larger \(H\) leaves the symmetric mode as the only cubic channel.

If all cubic terms vanish, quartic terms decide. On a stationary direction of \(d\) with \(d<0\), the slope \(r+4dr^3\) vanishes at \(r_*^2=1/(4|d|)\), where \(V_*=1/(16|d|)\).

**Q.** When should I distrust a predicted saddle?

**A.** First, when a bond simply breaks. A Morse curve \(D(1-e^{-\alpha x})^2\) expands as \(D\alpha^2x^2-D\alpha^3x^3+\dots\), so \(k=2D\alpha^2\) and

\[
c=-\frac{D\alpha^3}{(2D\alpha^2)^{3/2}}=-\frac{1}{2\sqrt{2D}} .
\]

The cubic formula then predicts a barrier \(8D/54=4D/27\), although the Morse curve rises to \(D\) with no barrier top. The downward distortion correctly marks a dissociation channel; the saddle is an artefact of truncation. Following the minimum outward reveals this, because its energy levels off without a peak.

Second, when the tangential curvature of a followed minimum falls to zero. The formula \(\theta'=-V_{r\theta}/V_{\theta\theta}\) then fails, and nothing above guarantees that the minimum continues.

Third, when the cubic term comes from the coordinates. Take an atom at distance \(\rho\) and angle \(\phi\) from a fixed centre, with \(V=\tfrac12k_2(\rho-\rho_0)^2+\tfrac12k_1\rho_0^2\phi^2\). This surface has no saddle for \(|\phi|<\pi\). For a displacement \(x\) across the bond and \(y\) along it, \(\rho\approx\rho_0+y+x^2/(2\rho_0)\) and \(\phi\approx(x/\rho_0)(1-y/\rho_0)\), so \(b=k_2/(2\rho_0)-k_1/\rho_0\). With \(k_1=1.5\) and \(k_2=38\) eV/Å\(^2\) and \(\rho_0=1.07\) Å, this gives \(B=1.77\) eV\(^{-1/2}\) and a cubic barrier \(1/(8B^2)=0.040\) eV that does not exist. The sphere correctly finds the curved bending valley, but \(c\) depends on the choice of coordinates. For bends the barrier must come from following the minimum outward, not from \(1/(54c^2)\).

Saddles can also be missed. A saddle of the full surface whose tangential curvature is negative is not a sphere minimum at all, so this search does not land on it. The cubic model has no such saddles; higher-order terms allow them.

**Q.** My molecule has many more than two modes. Does anything change?

**A.** The cubic argument carries over, with one change: in a free molecule the vibrational coordinates are fixed by removing overall rotation, which depends on the masses, so the cubic form \(c\) and its minima can shift between isotopologues even though the true saddles do not. At a stationary direction on the hypersphere \(\nabla C(\mathbf n)=3c\,\mathbf n\) still holds, the radial eigenvalue is still \(-1\), and the tangential ones are \(r_*\) times the curvatures of \(c\) on the unit sphere. All are positive at a nondegenerate minimum. In a four-mode model with random cubic coefficients, twelve searches from random starts all ended at minima with \(c<0\), some possibly the same, and each gave a stationary point with one negative eigenvalue. The remaining values for the two-mode example are in the numerical output below.

## Table of computed values

```
force constants k1, k2: 4.0, 36.0 eV/A^2
cubic x3,x2y,xy2,y3: -0.8 1.0 2.0 -32.0 eV/A^3
quartic x4,x2y2,xy3,y4: 0.03 1.5 4.0 4.0 eV/A^4
scaled A,B,G,H: -0.10000 0.04167 0.02778 -0.14815 eV^-1/2
roots tan(theta): -19.6476 -0.1019 0.7495
stiff minimum: angle 92.91 deg
  c = -0.14886, c'' = 0.56292 eV^-1/2
  V at r = 1 sqrt(eV): 0.35114 eV
soft minimum: angle 354.18 deg
  c = -0.10220, c'' = 0.45984 eV^-1/2
  V at r = 1 sqrt(eV): 0.39780 eV
false minimum: angle 216.85 deg
  c = 0.05920, c'' = 0.38598 eV^-1/2
  V at r = 1 sqrt(eV): 0.55920 eV
harmonic energy at r = 1 sqrt(eV): 0.5 eV
cubic stiff point: x = -0.0569, y = 0.3727 A
  r = 2.2392 sqrt(eV), V = 0.8357 eV, index 1
  harmonic energy there: 2.5070 eV
  scaled eigenvalues: radial -1, tangential 1.2605
cubic soft point: x = 1.6223, y = -0.0551 A
  r = 3.2614 sqrt(eV), V = 1.7728 eV, index 1
  harmonic energy there: 5.3185 eV
  scaled eigenvalues: radial -1, tangential 1.4997
cubic opposite false point: x = 2.2528, y = 0.5628 A
  r = 5.6306 sqrt(eV), V = 5.2840 eV, index 2
  harmonic energy there: 15.8520 eV
  scaled eigenvalues: radial -1, tangential -2.1733
cubic stiff barrier: 0.03071 hartree
cubic soft barrier: 0.06515 hartree
quartic stiff saddle: x = -0.1000, y = 0.3921 A
  r = 2.3613 sqrt(eV), angle 94.86 deg, V = 0.9050 eV
quartic soft saddle: x = 1.7845, y = -0.0559 A
  r = 3.5847 sqrt(eV), angle 354.63 deg, V = 2.0357 eV
stiff tilt rate: 0.8867 deg per sqrt(eV)
unscaled circle radius: 0.05 A; minima at 180.09 359.91 deg
unscaled stiff minimum appears at R = 0.3586 A
stiff cubic saddle at R = 0.3770 A
onset/saddle radius ratio: 0.951
four-mode searches ending at c < 0: 12 of 12
```
